**Two-photon states, the Landau–Yang theorem and positronium**

The program tests the claim that two real, back-to-back photons have no state of total angular momentum $J=1$, and it counts the allowed states of each parity $P$ for $J=0$ to $6$. A two-photon state is a tensor field $A_{ij}(\mathbf n)$, with $\mathbf n$ the direction of photon 1 and $i,j$ the polarization indices. The count comes from orbital and spin partial waves with transversality imposed at sampled directions, and the program asserts that the symmetrized helicity states span the same spaces. It also builds the tree amplitude for electron–positron annihilation from Dirac matrices, asserts gauge invariance for a sample momentum, and compares the threshold expansion with the derived formula. At relative momentum $0.7\,mc$ the $J=1$ projections of the full amplitude vanish to rounding, while the $^3P_0$ projection does not. A single diagram already gives zero for $^3P_1$, whereas for $^1P_1$ the zero arises by cancellation between the two diagrams. For the $n=2$ levels of positronium the leading-order two-photon rates are about $1.00\times10^4\ \text{s}^{-1}$ for $^3P_0$ and $2.67\times10^3\ \text{s}^{-1}$ for $^3P_2$, a ratio of $4/15$, and zero for $^3P_1$.

## Numerical verification

```python
"""Landau-Yang theorem: two real photons, back to back, have no J=1 state.
Claimed number of Bose-symmetric states for each M, as (P=+, P=-):
  J=0: (1,1);  J=1: (0,0);  even J>=2: (2,1);  odd J>=3: (1,0).
A two-photon state is a tensor field A_ij(n): n = direction of photon 1,
i and j = polarization indices of photons 1 and 2, with n_i A_ij = A_ij n_j = 0.
Exchange sends A_ij(n) to A_ji(-n); parity sends A_ij(n) to A_ij(-n).
The theorem is also tested on the tree amplitude e- e+ -> 2 photons, and the
two-photon rates of the 2 3P_J levels of positronium are computed.
Amplitudes use hbar = c = electron mass = 1, with the factor e^2 taken out.
"""
import numpy as np
from math import pi, sqrt, factorial
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.special import lpmv

rng = np.random.default_rng(7)
eps = np.zeros((3, 3, 3))
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[a, b, c], eps[a, c, b] = 1.0, -1.0
spin1 = -1j * eps                       # spin-1 matrices, Cartesian basis
I3 = np.eye(3)
pol = {1: -np.array([1, 1j, 0]) / sqrt(2), -1: np.array([1, -1j, 0]) / sqrt(2)}
helicities = [(1, 1), (-1, -1), (1, -1), (-1, 1)]


def angular(j):
    """Angular momentum matrices, m ordered from j down to -j."""
    m = np.arange(j, -j - 1, -1).astype(float)
    up = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(up + up.T) / 2, (up - up.T) / 2j, np.diag(m)]


def harmonics(l, th, ph):
    rows = []
    for m in range(l, -l - 1, -1):
        k = abs(m)
        norm = sqrt((2*l + 1) / (4*pi) * factorial(l - k) / factorial(l + k))
        y = norm * lpmv(k, l, np.cos(th)) * np.exp(1j * k * ph)
        rows.append(y if m >= 0 else (-1)**k * y.conj())
    return np.array(rows)


# ---------- 1. counting from orbital and spin partial waves ----------
def partial_waves(J, l, bose):
    """All states of orbital l and two spins 1 with total J and M=J."""
    Il = np.eye(2*l + 1)
    tot = [np.kron(np.kron(L, I3), I3) + np.kron(np.kron(Il, s), I3)
           + np.kron(np.kron(Il, I3), s) for L, s in zip(angular(l), spin1)]
    one = np.eye(9 * (2*l + 1))
    casimir = sum(t @ t for t in tot) - J * (J + 1) * one
    penalty = casimir @ casimir + (tot[2] - J*one) @ (tot[2] - J*one)
    if bose:
        swap = np.einsum('il,jk->ijkl', I3, I3).reshape(9, 9)
        penalty = penalty + one - (-1)**l * np.kron(Il, swap)
    w, vec = np.linalg.eigh(penalty)
    return vec[:, w < 1e-6].reshape(2*l + 1, 3, 3, -1)


def count_states(J, parity, th, ph, bose=True):
    """Return number without transversality, number with it, and the fields."""
    parts = [np.einsum('mijc,mn->cnij', partial_waves(J, l, bose),
                       harmonics(l, th, ph))
             for l in range(max(0, J - 2), J + 3) if (-1)**l == parity]
    F = np.concatenate(parts)
    n = np.array([np.sin(th)*np.cos(ph), np.sin(th)*np.sin(ph), np.cos(th)]).T
    left = np.einsum('ni,cnij->cnj', n, F).reshape(len(F), -1)
    right = np.einsum('nj,cnij->cni', n, F).reshape(len(F), -1)
    # absolute cutoff: the constraints may all vanish identically
    _, sv, vh = np.linalg.svd(np.hstack([left, right]).T, full_matrices=False)
    free = vh[sv < 1e-8].conj().T
    return len(F), free.shape[1], np.einsum('cs,cnij->snij', free, F)


def claimed(J, parity):
    if J == 0:
        return 1
    if J == 1:
        return 0
    if J % 2 == 0:
        return 2 if parity == 1 else 1
    return 1 if parity == 1 else 0


# ---------- 2. helicity states ----------
def helicity_field(J, M, l1, l2, th, ph):
    lam = l1 - l2
    out = np.zeros((len(th), 3, 3), complex)
    if abs(lam) > J:
        return out
    Jy = angular(J)[1]
    for q, (t, f) in enumerate(zip(th, ph)):
        d = expm(-1j * t * Jy)[J - M, J - lam]
        R = expm(-1j * f * spin1[2]) @ expm(-1j * t * spin1[1])
        out[q] = np.exp(1j*M*f) * np.conj(d) * np.outer(R @ pol[l1],
                                                        R @ pol[-l2])
    return out


th = np.arccos(rng.uniform(-0.98, 0.98, 24))
ph = rng.uniform(0, 2*pi, 24)
print("Independent two-photon states for each M (counted numerically)")
for J in range(7):
    here = {h: helicity_field(J, J, *h, th, ph) for h in helicities}
    back = {h: helicity_field(J, J, *h, pi - th, ph + pi) for h in helicities}
    for l1, l2 in helicities:
        exchanged = back[l1, l2].transpose(0, 2, 1)
        assert np.allclose(exchanged, (-1)**J * here[l2, l1], atol=1e-10)
        assert np.allclose(back[l1, l2], (-1)**J * here[-l1, -l2], atol=1e-10)
    bose_n, dist_n, massive_n = [], [], []
    for P in (1, -1):
        massive, number, sol = count_states(J, P, th, ph)
        assert number == claimed(J, P)
        # symmetrized helicity states must span exactly the same space
        sym = np.array([here[h] + back[h].transpose(0, 2, 1)
                        + P * (back[h] + here[h].transpose(0, 2, 1))
                        for h in helicities]).reshape(4, -1)
        both = np.vstack([sym, sol.reshape(number, sym.shape[1])])
        assert np.linalg.matrix_rank(sym, tol=1e-8) == number
        assert np.linalg.matrix_rank(both, tol=1e-8) == number
        bose_n.append(number)
        massive_n.append(massive)
        dist_n.append(count_states(J, P, th, ph, bose=False)[1])
    assert sum(dist_n) == (2 if J < 2 else 4)
    print(f"J={J}: photons P=+ {bose_n[0]}, P=- {bose_n[1]};"
          f" if distinguishable P=+ {dist_n[0]}, P=- {dist_n[1]}")
    if J == 1:
        massive_J1 = massive_n
assert sum(massive_J1) == 2
print(f"J=1, identical massive vectors: P=+ {massive_J1[0]},"
      f" P=- {massive_J1[1]}")

# ---------- 3. tree amplitude from Dirac matrices ----------
sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
I2, Z2 = np.eye(2), np.zeros((2, 2))
g0 = np.block([[I2, Z2], [Z2, -I2]])
gam = [np.block([[Z2, s], [-s, Z2]]) for s in sig]
zhat = np.array([0.0, 0.0, 1.0])


def slash(v):
    return v[0] * g0 - sum(v[k + 1] * gam[k] for k in range(3))


def amplitude(p, e1, e2, direct=1, crossed=1):
    """Singlet coefficient and triplet vector of the 2x2 spin amplitude.
    Electron momentum p, positron -p, photon 1 along +z; e1, e2 four-vectors."""
    E = sqrt(1 + p @ p)
    p1 = np.array([E, *p])
    k1, k2 = E * np.array([1, 0, 0, 1.]), E * np.array([1, 0, 0, -1.])
    sp = np.einsum('k,kab->ab', p, sig)
    u = sqrt(E + 1) * np.vstack([I2, sp / (E + 1)])
    v = sqrt(E + 1) * np.vstack([-sp / (E + 1), I2])
    total = np.zeros((4, 4), complex)
    for weight, k, first, last in ((direct, k1, e1, e2), (crossed, k2, e2, e1)):
        q = p1 - k
        prop = (slash(q) + np.eye(4)) / (q[0]**2 - q[1:] @ q[1:] - 1)
        total += weight * slash(last) @ prop @ slash(first)
    M = v.conj().T @ g0 @ total @ u
    return np.trace(M) / 2, np.array([np.trace(s @ M) / 2 for s in sig])


def emitted(l1, l2):
    return (np.array([0, *pol[l1].conj()]), np.array([0, *pol[-l2].conj()]))


# gauge invariance: replacing a polarization by its momentum gives zero
ptest = np.array([0.3, -0.5, 0.4])
Etest = sqrt(1 + ptest @ ptest)
w0, w1 = amplitude(ptest, Etest * np.array([1, 0, 0, 1.]), emitted(1, 1)[1])
assert abs(w0) < 1e-12 and np.max(abs(w1)) < 1e-12

# threshold expansion: D_ij = d(triplet_j)/dp_i
step = 1e-4
strength = {h: None for h in helicities}
for h in helicities:
    e1, e2 = emitted(*h)
    D, dS = np.zeros((3, 3), complex), np.zeros(3, complex)
    for i in range(3):
        plus = amplitude(step * I3[i], e1, e2)
        minus = amplitude(-step * I3[i], e1, e2)
        dS[i] = (plus[0] - minus[0]) / (2*step)
        D[i] = (plus[1] - minus[1]) / (2*step)
    x, y = e1[1:], e2[1:]
    B = np.outer(x, y) + np.outer(y, x) + (x @ y) * np.outer(zhat, zhat)
    assert np.allclose(D, -2 * B, atol=1e-6) and np.max(abs(dS)) < 1e-6
    s0, s3 = amplitude(np.zeros(3), e1, e2)
    assert abs(s0 - 2j * zhat @ np.cross(x, y)) < 1e-12
    assert np.max(abs(s3)) < 1e-12
    anti, trace = (D - D.T) / 2, np.trace(D)
    quadr = (D + D.T) / 2 - trace * I3 / 3
    strength[h] = np.array([abs(trace)**2 / 3, np.sum(abs(anti)**2) / 3,
                            np.sum(abs(quadr)**2) / 5])
print("Squared 3P_J amplitude at threshold, mean over M (units m=1)")
for h in helicities:
    s = strength[h]
    print(f"helicities {h[0]:+d},{h[1]:+d}: J=0 {s[0]:.4f},"
          f" J=1 {s[1]:.1e}, J=2 {s[2]:.4f}")
S = sum(strength.values())
assert S[1] < 1e-12 and abs(S[2] / S[0] - 4/15) < 1e-6
assert strength[1, 1][2] < 1e-12 and strength[1, -1][0] < 1e-12
print(f"sum over helicities: J=0 {S[0]:.4f}, J=2 {S[2]:.4f}")

# finite relative momentum: project on every J=1 pair state
pabs = 0.7
cosines, weights = np.polynomial.legendre.leggauss(28)


def projections(h, direct=1, crossed=1):
    out = {'3P0': 0, '3S1': 0, '1P1': 0, '3P1': 0, '3D1': 0}
    for ct, wt in zip(cosines, weights):
        for f in 2*pi * np.arange(8) / 8:
            st = sqrt(1 - ct**2)
            n = np.array([st*np.cos(f), st*np.sin(f), ct])
            a0, a = amplitude(pabs * n, *emitted(*h), direct, crossed)
            w = wt / 16
            out['3P0'] = out['3P0'] + w * (n @ a)
            out['3S1'] = out['3S1'] + w * a
            out['1P1'] = out['1P1'] + w * n * a0
            out['3P1'] = out['3P1'] + w * np.cross(n, a)
            out['3D1'] = out['3D1'] + w * (3 * n * (n @ a) - a)
    return {key: np.max(np.abs(val)) for key, val in out.items()}


full = [projections(h) for h in helicities]
single = [projections(h, 1, 0) for h in helicities]
big = {key: max(r[key] for r in full) for key in full[0]}
one = {key: max(r[key] for r in single) for key in single[0]}
assert all(big[key] < 1e-11 for key in ('3S1', '1P1', '3P1', '3D1'))
assert big['3P0'] > 0.1
assert one['3P1'] < 1e-11 and one['1P1'] > 0.01
print(f"Largest projected amplitude at relative momentum p = {pabs} mc")
for key in big:
    print(f"{key}: both diagrams {big[key]:.2e}, one diagram {one[key]:.2e}")

# ---------- 4. positronium 2 3P_J two-photon rates ----------
alpha = constants.fine_structure
t_au = constants.physical_constants['atomic unit of time'][0]
bohr_ps = 2.0                            # positronium Bohr radius, Hartree units


def radial(r):
    return r * np.exp(-r / (2*bohr_ps)) / (2*sqrt(6) * bohr_ps**2.5)


assert abs(quad(lambda r: (r * radial(r))**2, 0, np.inf)[0] - 1) < 1e-8
for r in (1.0, 3.0, 9.0):                # radial equation, reduced mass 1/2
    dr = 1e-3
    U = [x * radial(x) for x in (r - dr, r, r + dr)]
    curvature = (U[0] - 2*U[1] + U[2]) / dr**2
    assert abs(-curvature + (2/r**2 - 1/r + 1/16) * U[1]) < 1e-6
slope = radial(1e-7) / 1e-7
# golden-rule phase space, with a narrow Gaussian for the energy delta function
width = 1e-3
k = np.linspace(1 - 6*width, 1 + 6*width, 4001)
gauss = np.exp(-(2 - 2*k)**2 / (2*width**2)) / (width * sqrt(2*pi))
phase = 0.5 * 2*pi * np.sum(k**2 * gauss) * (k[1] - k[0]) / (2*pi)**3
assert abs(phase * 16 * pi**2 - 1) < 1e-6
slope2_nat = slope**2 * alpha**5
pair_factor = (4*pi*alpha)**2 / 16 * 2 * 3 / (4*pi) * slope2_nat
rate_nat = phase * 4*pi * pair_factor * S
rate_au = rate_nat / alpha**2
assert abs(rate_nat[0] / (9 * alpha**2 * slope2_nat) - 1) < 1e-5
assert abs(rate_au[0] / (3 * alpha**5 / 256) - 1) < 1e-5
assert abs(rate_au[2] / (alpha**5 / 320) - 1) < 1e-5
mc2 = constants.m_e * constants.c**2 / constants.e / 1e3
print("Positronium n=2 triplet P levels, lowest-order two-photon decay")
print(f"fine-structure constant: {alpha:.9f}")
print(f"radial slope R'(0): {slope:.6f} bohr^(-5/2)")
print(f"energy of each photon, binding neglected: {mc2:.3f} keV")
print(f"rate 2 3P0: {rate_au[0]:.5e} a.u. = {rate_au[0]/t_au:.5e} s^-1")
print(f"rate 2 3P2: {rate_au[2]:.5e} a.u. = {rate_au[2]/t_au:.5e} s^-1")
print(f"rate 2 3P1 / rate 2 3P0: {rate_au[1]/rate_au[0]:.1e} (rounding)")
print(f"rate 2 3P2 / rate 2 3P0: {rate_au[2]/rate_au[0]:.6f}")
print("all assertions hold")
```

Running it gives:

```
Independent two-photon states for each M (counted numerically)
J=0: photons P=+ 1, P=- 1; if distinguishable P=+ 1, P=- 1
J=1: photons P=+ 0, P=- 0; if distinguishable P=+ 1, P=- 1
J=2: photons P=+ 2, P=- 1; if distinguishable P=+ 2, P=- 2
J=3: photons P=+ 1, P=- 0; if distinguishable P=+ 2, P=- 2
J=4: photons P=+ 2, P=- 1; if distinguishable P=+ 2, P=- 2
J=5: photons P=+ 1, P=- 0; if distinguishable P=+ 2, P=- 2
J=6: photons P=+ 2, P=- 1; if distinguishable P=+ 2, P=- 2
J=1, identical massive vectors: P=+ 1, P=- 1
Squared 3P_J amplitude at threshold, mean over M (units m=1)
helicities +1,+1: J=0 12.0000, J=1 0.0e+00, J=2 0.0000
helicities -1,-1: J=0 12.0000, J=1 0.0e+00, J=2 0.0000
helicities +1,-1: J=0 0.0000, J=1 0.0e+00, J=2 3.2000
helicities -1,+1: J=0 0.0000, J=1 0.0e+00, J=2 3.2000
sum over helicities: J=0 24.0000, J=2 6.4000
Largest projected amplitude at relative momentum p = 0.7 mc
3P0: both diagrams 1.07e+00, one diagram 5.35e-01
3S1: both diagrams 4.57e-17, one diagram 1.05e+00
1P1: both diagrams 6.27e-17, one diagram 1.97e-01
3P1: both diagrams 5.88e-17, one diagram 3.33e-17
3D1: both diagrams 2.98e-16, one diagram 1.06e-01
Positronium n=2 triplet P levels, lowest-order two-photon decay
fine-structure constant: 0.007297353
radial slope R'(0): 0.036084 bohr^(-5/2)
energy of each photon, binding neglected: 510.999 keV
rate 2 3P0: 2.42498e-13 a.u. = 1.00252e+04 s^-1
rate 2 3P2: 6.46661e-14 a.u. = 2.67339e+03 s^-1
rate 2 3P1 / rate 2 3P0: 0.0e+00 (rounding)
rate 2 3P2 / rate 2 3P0: 0.266667
all assertions hold
```
